# Why similar features share a flux profile but not a filling time

**Question.** Two holes have the same shape, but every length in the second is ten times larger. Neutral radicals enter both from the same low-pressure plasma and stick to corresponding surfaces with the same probabilities. Why is the steady flux at corresponding points the same, when the larger hole takes ten times as long to fill with gas?

## The mechanism: one itinerary, two clocks

Follow one radical. It enters the mouth, flies straight to a wall, and either sticks or leaves in a random direction. This repeats until it sticks or escapes. Now enlarge the hole by a factor $\lambda$, keeping the relative entry point, the flight directions and the outcomes of the sticking trials. The radical strikes the corresponding points in the same order. Nothing in its itinerary tells it how large the hole is.

Its timetable does. Each flight is $\lambda$ times longer and, at the same speed, takes $\lambda$ times as long. The larger mouth admits $\lambda^2$ times as many radicals per second, but the wall area they strike is also $\lambda^2$ times larger. A steady flux counts arrivals per unit area and time and does not ask when each one entered. A filling time asks just that. Delaying every delivery by a fixed amount postpones the first arrival but leaves the steady delivery rate unchanged.

This argument makes several assumptions:

- Radicals do not collide with one another or with other gas molecules inside the feature.
- The mouth receives the same uniform flux from an isotropic gas with a Maxwell distribution of speeds.
- Walls re-emit diffusely at the gas temperature $T$, which is the same for both sizes.
- Sticking probabilities are fixed and equal at corresponding points.
- The walls do not move appreciably while the gas enters.
- For the filling time, but not for the steady flux, re-emission is prompt.

"Filling" here means the entry of gas into an initially empty hole, not its closure by a solid film.

## The steady flux

Let $\Gamma(\mathbf x)$ be the incident flux at wall point $\mathbf x$: all arrivals per unit area and time, whether or not they stick. Here "wall" includes the floor. Let $s(\mathbf x)$ be the sticking probability.

A wall element $dA'$ at $\mathbf x'$ re-emits $(1-s')\Gamma' dA'$ particles per second, where primes denote values at $\mathbf x'$. Diffuse emission sends a fraction $\cos\theta'\,d\Omega/\pi$ into solid angle $d\Omega$ at angle $\theta'$ from the normal. The factor $1/\pi$ normalizes it:

$$
\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta'\sin\theta'\,d\theta'=2\pi\cdot\tfrac12=\pi .
$$

A receiving element $dA$ at distance $r$, whose normal makes an angle $\theta$ with the line of flight, subtends $d\Omega=\cos\theta\,dA/r^2$. Multiplying these factors and dividing by $dA$ gives the contribution to the incident flux,

$$
d\Gamma=K(1-s')\Gamma'dA',\qquad
K(\mathbf x,\mathbf x')=\frac{\cos\theta\cos\theta'}{\pi r^2},
$$

with $K=0$ if the points cannot see each other.

The mouth acts as another diffuse emitter, of flux $\Gamma_0$, because the number of particles from an isotropic gas crossing a plane is also proportional to the cosine of their angle to its normal. Hence

$$
\Gamma(\mathbf x)=\Gamma_0F_m(\mathbf x)+\int_{\rm wall}K(\mathbf x,\mathbf x')(1-s')\Gamma(\mathbf x')\,dA',
\qquad F_m(\mathbf x)=\int_{\rm mouth}K\,dA' .
$$

Now multiply all lengths by $\lambda$. Angles and lines of sight are unchanged. The distance becomes $\lambda r$ and the area element $\lambda^2dA'$, so

$$
K\,dA'\;\longrightarrow\;\frac{\cos\theta\cos\theta'}{\pi\lambda^2r^2}\,\lambda^2dA'=K\,dA' .
$$

A distant emitter looks fainter by $\lambda^{-2}$, but the corresponding patch has $\lambda^2$ times the area. The direct fraction $F_m$ is unchanged for the same reason. The functions $\Gamma_1(\mathbf x)$ and $\Gamma_\lambda(\lambda\mathbf x)$ therefore obey the same equation.

They are equal if that equation has one bounded solution. Let $u$ be the difference between two solutions. The source cancels, leaving

$$
u(\mathbf x)=\int_{\rm wall}K(1-s')u(\mathbf x')\,dA' .
$$

Seen from $\mathbf x$, $K\,dA'=\cos\theta\,d\Omega/\pi$, which integrates to one over the hemisphere. The mouth accounts for $F_m$ and the walls for $1-F_m$. If $U$ is the largest value of $|u|$, then

$$
U\le (1-F_{\min})U ,
$$

where $F_{\min}$ is the smallest value of $F_m$ on the wall. Every wall point of a straight cylindrical hole sees the mouth, so $F_{\min}>0$ and $U=0$. Thus

$$
\boxed{\Gamma_\lambda(\lambda\mathbf x)=\Gamma_1(\mathbf x)} .
$$

This holds even without sticking. For a shape with hidden corners, the same argument can be applied to several successive flights, provided that from every point they give a chance of escape or capture that stays above some positive value.

## The filling time

Suppose the source is switched on at $t=0$ over an empty hole. A particle arriving at time $t$ after a flight of length $r$ at speed $v$ left its last surface at $t-r/v$. The balance must now remember this delay and average over speeds.

In a Maxwell gas, the number of particles with speed near $v$ is proportional to $v^2e^{-mv^2/2kT}$, where $m$ is the particle mass and $k$ is Boltzmann's constant. The rate at which they cross a surface carries another factor $v$. The speed distribution of the emitted particles is therefore

$$
g(v)=\frac{m^2}{2k^2T^2}\,v^3e^{-mv^2/2kT},
$$

where the prefactor follows from $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$ with $a=m/2kT$. The balance becomes

$$
\begin{aligned}
\Gamma(\mathbf x,t)=\int_0^\infty g(v)\,dv\Big[&\Gamma_0\int_{\rm mouth}K\,H(t-r/v)\,dA'\\
&+\int_{\rm wall}K(1-s')\Gamma(\mathbf x',t-r/v)\,dA'\Big].
\end{aligned}
$$

Here $H$ is zero for a negative argument and one for a positive argument, and $\Gamma=0$ before switch-on. In steady state the delays have no effect, the speed integral equals one, and the earlier equation returns. This is why speed does not appear there.

In the enlarged hole, examine the flux at time $\lambda t$. The departure time is

$$
\lambda t-\frac{\lambda r}{v}=\lambda\left(t-\frac rv\right).
$$

The factor $\lambda$ comes out of every delay, while $K\,dA'$ is unchanged. Hence $\Gamma_\lambda(\lambda\mathbf x,\lambda t)$ satisfies the equation for $\Gamma_1(\mathbf x,t)$. The uniqueness argument still applies, with $U$ now the largest difference over all wall points and times, because averaging over delays cannot increase it. Therefore

$$
\boxed{\Gamma_\lambda(\lambda\mathbf x,\lambda t)=\Gamma_1(\mathbf x,t)} .
$$

The gas count follows the same clock. Let $S(a)$ be the probability that a particle is still in the gas at age $a$ after entry, and let $A_m$ be the mouth area. Particles that entered between $a$ and $a+da$ ago contribute $\Gamma_0A_mS(a)\,da$, so

$$
N(t)=\Gamma_0A_m\int_0^tS(a)\,da .
$$

Enlargement multiplies every age by $\lambda$, so $S_\lambda(\lambda a)=S_1(a)$. Substituting $a'=\lambda a$ gives

$$
N_\lambda(\lambda t)=\Gamma_0\lambda^2A_m\int_0^{\lambda t}S_\lambda(a')\,da'
=\Gamma_0\lambda^2A_m\,\lambda\int_0^tS_1(a)\,da=\lambda^3N_1(t).
$$

The volume also grows as $\lambda^3$, so the mean density is the same at corresponding times. The time to reach any chosen fraction of the final count is multiplied by $\lambda$. I use the 90% time, $t_{90}$.

As $t\to\infty$, the integral of $S$ becomes the mean time spent in the gas, $\langle t_g\rangle$: each particle contributes one to $S$ for as long as it remains. Thus $N_\infty=\Gamma_0A_m\langle t_g\rangle$.

## A case that can be solved by hand

Take an inert hole of depth $L$ with a closed floor and $s=0$ everywhere. The uniform flux $\Gamma=\Gamma_0$ solves the steady balance, since $F_m+(1-F_m)=1$. The gas inside has the same density $n$ as the gas outside.

To relate flux to density, average the velocity component towards the mouth over the incoming directions:

$$
\Gamma_0=n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac{n\bar v}{4},
\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} .
$$

The final count is $N_\infty=nA_mL$, so

$$
\langle t_g\rangle=\frac{nA_mL}{(n\bar v/4)A_m}=\frac{4L}{\bar v}.
$$

The mean stay depends on depth but not on width. It is not the filling time, however. Many particles turn back soon after entry, and the slow approach to the final count is governed by the few that stay long.

For a long inert cylinder of width $d$, a diffusion estimate shows the role of width. Flights across the hole take a time of order $d/\bar v$ and have a mean square axial displacement of order $d^2$. Long flights do not spoil this estimate: at axial separation $z\gg d$ each cosine is of order $d/z$, so $K$ falls as $z^{-4}$ and the integral of $z^2K$ converges. The diffusion coefficient is then of order $d^2/(d/\bar v)=d\bar v$, and

$$
t_{\rm fill}\sim\frac{L^2}{d\bar v}.
$$

Scaling both $L$ and $d$ gives $\lambda^2/\lambda=\lambda$. Deepening the hole at fixed width instead gives a factor approaching $\lambda^2$. The linear law compares similar shapes; it does not say that filling time is proportional to depth.

## Numbers for a contact hole

Consider a cylindrical hole 100 nm wide and 500 nm deep, and a copy ten times larger. The radicals have the mass of fluorine atoms, 19 u, and a temperature of 400 K, so $\bar v=667.6$ m/s, or 667.6 nm/ns. Sticking probabilities are 0.05 on the sidewall and 0.30 on the floor.

First consider the fraction of particles that go directly from mouth to floor. For a narrow hole of radius $R$, both cosines are near one and $r\approx L$, so this fraction is roughly $\pi R^2/(\pi L^2)=(50/500)^2=0.010$. Integrating $K$ over both disks gives 0.009805 at each size.

The full profile was found in two ways. One solved the steady balance between 400 wall rings and the floor. The other followed 250,000 random particle histories at each size, with separate random sequences. Incident fluxes relative to $\Gamma_0$ are:

| Position | Balance | Small hole | Large hole |
|---|---:|---:|---:|
| wall, 5% depth | 0.731 | 0.730 | 0.729 |
| wall, 45% depth | 0.308 | 0.307 | 0.310 |
| wall, 95% depth | 0.129 | 0.128 | 0.128 |
| floor | 0.150 | 0.149 | 0.148 |

Wall entries are averages over a tenth of the depth. The small differences between the two holes are of the size expected from random sampling. Changing from 200 to 400 rings moved no listed balance flux by more than about $2\times10^{-5}$. The floor is treated as one uniformly re-emitting patch; dividing it into rings as well moves the floor and lowest-wall values by about $10^{-4}$, too little to change the table.

The floor receives more than the lowest part of the wall. Two things contribute. The floor faces up the hole, towards the mouth and the upper wall, which emits more than the wall near the bottom; the lowest wall sees these distant emitters only at grazing angles. The lowest wall also sees the floor, which re-emits less per unit area than the wall beside it: $0.70\times0.150=0.105$ against $0.95\times0.129=0.123$, relative to $\Gamma_0$.

The filling times are 3.32 ns for the small hole and 33.3 ns for the large one, a ratio of 10.04. The filled fractions also agree when the large hole is viewed at ten times the age: at five ages from 0.1 to 1.5 times $t_{90}$ they differ by at most 0.0009.

Two changes separate the causes. Quadrupling the particle mass halves all thermal speeds; the filling time then rises by a factor of 1.998, while the steady fluxes, relative to $\Gamma_0$, stay within 0.02 of the balance values. Doubling the depth at fixed width changes the shape, and the floor flux falls from 0.150 to 0.027.

For the inert small hole, the hand result gives $4\times500/667.6=2.996$ ns, and the traced mean stay is 2.985 ns. Its 90% filling time is much longer, about 14 ns, with a sampling uncertainty of about one per cent. The longest tenth of the stays make up about half of the total time spent in the gas. If $S$ were exponential, $t_{90}$ would be $\ln10=2.30$ mean stays, or 6.9 ns, so long stays carry more weight than in an exponential distribution. Doubling the inert hole's depth at fixed width raises $t_{90}$ by a factor of about 3.3 to 3.4, between the linear factor 2 and the long-hole factor 4.

## When the wall holds on to the particle

Suppose a particle that will be re-emitted first rests on the wall for a mean time $\tau_s$. The steady flux does not change, because this is one more delay in a constant stream. The filling time does change: enlarging the hole stretches the flights but not the rests.

Let $M$ be the mean number of re-emissions per entering particle. It equals the total re-emission rate divided by the entry rate. The sidewall-to-mouth area ratio is $\pi dL/(\pi d^2/4)=4L/d=20$, and the mean sidewall flux from the full balance is $0.338\,\Gamma_0$. Thus

$$
M=0.95\times20\times0.338+0.70\times0.150\approx6.53 .
$$

This number depends on shape and sticking, not on size. The mean total stay in a feature enlarged by $\lambda$ is therefore

$$
\langle t_{\rm total}\rangle_\lambda=\lambda\langle t_g\rangle_1+M\tau_s ,
$$

which is a straight line in $\lambda$, but not a proportionality.

As a model, take $\tau_s=\tau_0e^{E/kT}$ with $\tau_0=10^{-13}$ s and a rough binding energy $E=0.3$ eV. At 400 K this gives $\tau_s=0.602$ ns. The small hole has $\langle t_g\rangle_1\approx1.00$ ns, so its mean total stay is $1.00+6.53\times0.602\approx4.9$ ns: most of it is spent on the wall. For the large hole, the traced gas stay of 10.04 ns gives $10.04+3.93\approx14.0$ ns.

If the individual rests follow an exponential distribution with this mean, the 90% gas filling times become about 17 and 46 ns, so their ratio is a little under 3 instead of 10. At this shape, the mean wall and gas times are equal at a width of about 390 nm. With $E=0.2$ eV, $\tau_s$ is 0.033 ns and the equal-time width falls to about 22 nm. The linear law is recovered when the feature is much wider than this crossover, provided gas collisions remain rare.

## Beside a real etch process

The small hole's dimensions and a pressure of 10 mTorr lie in the rough regime of plasma etching of contact holes; the large hole serves as a scaling comparison. The sticking probabilities and the radical fraction of 0.10 are round model choices. They give a mouth flux of $4.03\times10^{17}$ cm$^{-2}$ s$^{-1}$ and one entry into the small hole every 31.6 ns on average. Its mean gas count is $1.00/31.6\approx0.032$. The small hole usually contains no gas-phase radical, and its "filling curve" is an average over many holes or repeated trials. The large hole contains about 32 radicals on average, a thousand times more.

For a molecular diameter of 0.36 nm and collision partners of the same mass as the radical, the gas mean free path is about 7.2 mm. A radical in the large hole then has about $9\times10^{-4}$ gas collisions per stay. The molecular diameter is 0.4% of the small hole's width. If each radical arriving at the full mouth flux removed 0.02 nm$^3$ of solid, the wall would recede by less than $4\times10^{-6}$ nm while the large hole fills, even with the 0.3 eV surface delay. For these inputs, surface delay is by far the largest of the effects sized here: at 0.3 eV it lengthens the small hole's filling time about fivefold.

Real surfaces can also have sticking that varies with coverage, ion bombardment or temperature. If these conditions differ between corresponding points of the two holes, the flux profiles need not agree. More generally, similarity is at risk whenever the process contains a length that does not grow with the feature, such as a gas mean free path comparable with the depth, a surface diffusion length or a fixed roughness height.

Solid growth or removal runs on a different clock. If its local speed is proportional to $s\Gamma$, it is equal at corresponding points, while the distance to be covered is $\lambda$ times larger. That time is also proportional to size, but because a surface must move farther, not because gas particles must fly farther. The full set of computed values is in the numerical output below.

## Computed values

```
Small hole: diameter 100 nm, depth 500 nm
Large hole: diameter 1000 nm, depth 5000 nm
Sticking probability: wall 0.05, floor 0.30
Radical mass 19 u; temperature 400 K
Mean thermal speed: 667.6 m/s
Mouth-to-floor direct fraction, small: 0.009805
Mouth-to-floor direct fraction, large: 0.009805
Incident flux / mouth flux: depth fraction, balance, small, large
  0.05  0.7305  0.7295  0.7292
  0.15  0.5801  0.5808  0.5791
  0.25  0.4656  0.4656  0.4672
  0.35  0.3774  0.3767  0.3778
  0.45  0.3083  0.3074  0.3095
  0.55  0.2538  0.2539  0.2536
  0.65  0.2107  0.2094  0.2105
  0.75  0.1766  0.1748  0.1753
  0.85  0.1499  0.1494  0.1492
  0.95  0.1292  0.1282  0.1278
  floor 0.1499  0.1490  0.1481
Largest flux shift, 200 to 400 rings: 2.01e-05
Floor flux ratio at doubled depth, same width: 0.0271
90% gas filling time, small: 3.320 ns
90% gas filling time, large: 33.34 ns
Filling-time ratio, large/small: 10.042
Largest difference of scaled filling curves: 0.0009
Mean gas stay: small 1.002 ns, large 10.04 ns
Filling-time ratio for fourfold mass: 1.998
Inert small hole, mean stay traced: 2.985 ns
Inert small hole, mean stay 4L/v: 2.996 ns
Inert small hole, 90% filling time: 14.15 ns
Inert time ratio, doubled depth at same width: 3.384
Mean re-emissions per entering radical: 6.531
Binding 0.2 eV: surface delay 0.0331 ns
  width where mean wall and gas times match: 21.6 nm
Binding 0.3 eV: surface delay 0.6023 ns
  width where mean wall and gas times match: 392.6 nm
90% gas time with 0.3 eV delay, small: 17.03 ns
90% gas time with 0.3 eV delay, large: 46.46 ns
Delayed filling-time ratio, large/small: 2.728
Pressure 10 mTorr; radical fraction 0.10
Radical flux at mouth: 4.029e+17 cm^-2 s^-1
Mean time between entries, small hole: 31.60 ns
Mean gas count: small 0.0317, large 31.76
Gas mean free path (diameter 0.36 nm): 7.19 mm
Mean gas collisions per stay, large: 9.31e-04
Molecular diameter / small-hole width: 0.0036
Assumed solid volume removed per radical: 0.02 nm^3
Upper wall recession during large filling: 2.69e-06 nm
```
